# How Wafer Rotation Attenuates Azimuthal Lamp Nonuniformity

Anyone computing the temperature map of a lamp-heated, rotating wafer must decide whether to resolve the lamps around the circle or to replace their flux by its average over angle. The averaged calculation is much smaller, since it leaves one radial coordinate. It is good enough if the temperature ripple that it discards lies below the permitted error. In the periodic state reached at constant lamp power, that ripple follows from the stationary response, the rotation speed and one thermal time.

## The model and the statement

Let $\phi$ be the laboratory angle, measured in the direction of rotation, and $\psi$ the angle of a point fixed on the wafer. With angular speed $\omega$,

$$\phi=\psi+\omega t .$$

The wafer is thin enough to have one temperature through its thickness $d$. Its heat capacity per area is $C=\rho c d$, with density $\rho$ and specific heat $c$. At a given radius it absorbs the flux

$$q(\phi)=q_0+q_1\cos m\phi,\qquad m\ge 1,$$

which is fixed in the laboratory and does not depend on the wafer temperature. The total loss per area from both faces is $P(T)$. Without lateral conduction, a wafer point obeys

$$C\frac{dT}{dt}=q_0+q_1\cos m\phi-P(T). \tag{1}$$

Define $T_0$ by $P(T_0)=q_0$ and write $T=T_0+\theta$. For small $\theta$, $P(T)\approx q_0+G\theta$, where $G=P'(T_0)$. The constant $q_0$ cancels in (1), and division by $G$ gives

$$\tau\frac{d\theta}{dt}+\theta=S\cos m\phi,\qquad \tau=\frac CG,\quad S=\frac{q_1}{G}. \tag{2}$$

For a stationary wafer the steady solution is $\theta=S\cos m\phi$, so $S$ is the stationary amplitude. The claim is that rotation changes the amplitude to

$$A=\frac{S}{\sqrt{1+x^2}},\qquad x=m\omega\tau. \tag{3}$$

Two faces of emissivity $\varepsilon$ radiating to cold surroundings have $P=2\varepsilon\sigma T^4$, hence $G=8\varepsilon\sigma T_0^3$. Since $q_0=2\varepsilon\sigma T_0^4=GT_0/4$, the stationary amplitude is $S=(q_1/q_0)\,T_0/4$. The emissivity has dropped out of $S$ at fixed $T_0$ and $q_1/q_0$, but it remains in $\tau$.

## First derivation: the memory of a wafer point

Follow one point, so that $\psi$ is constant. Multiplying (2) by $e^{t/\tau}/\tau$ turns its left side into a total derivative:

$$\frac{d}{dt}\left(e^{t/\tau}\theta\right)=\frac S\tau e^{t/\tau}\cos(m\psi+m\omega t).$$

Integrate from $0$ to $t$, multiply by $e^{-t/\tau}$, and call the elapsed time $s=t-t'$. The heating phase at the earlier time is $m\psi+m\omega(t-s)=m\phi-m\omega s$, where $\phi$ is the present laboratory angle. Thus

$$\theta(t)=\theta(0)e^{-t/\tau}+\frac S\tau\int_0^t e^{-s/\tau}\cos(m\phi-m\omega s)\,ds .$$

The point remembers its past heating with an exponential weight. After several $\tau$ the first term has died away and the upper limit may be taken to infinity. The integral is the real part of

$$\frac1\tau\int_0^\infty e^{im\phi}e^{-(1+ix)s/\tau}ds=\frac{e^{im\phi}}{1+ix}
=\frac{(1-ix)e^{im\phi}}{1+x^2}.$$

Its real part gives

$$\theta=S\,\frac{\cos m\phi+x\sin m\phi}{1+x^2}.$$

Now set $\tan\delta=x$ with $0\le\delta<\pi/2$, so that $\cos\delta=1/\sqrt{1+x^2}$ and $\sin\delta=x/\sqrt{1+x^2}$. The numerator is then $\sqrt{1+x^2}\,\cos(m\phi-\delta)$, and

$$\theta=\frac{S}{\sqrt{1+x^2}}\cos(m\phi-\delta). \tag{4}$$

This is (3). During one memory time the heating phase advances by $x$ radians. If $x\ll1$, the point follows the local flux. If $x\gg1$, it averages over many hot and cold sectors.

### Equal hot and cold blocks

The same view handles a pattern that is not a cosine. Let the flux alternate between $q_0+q_1$ and $q_0-q_1$ in $m$ equal pairs of blocks. Each block lasts $\pi/(m\omega)$ for a wafer point. In the periodic state the temperature enters a hot block at $-B$ and leaves it at $+B$, because reversing the sign of the drive reverses the linear response. Inside the block it relaxes towards $S$:

$$\theta=S-(S+B)e^{-t/\tau}.$$

With $E=e^{-\pi/x}$, the end of the block requires $B=S-(S+B)E$, or $B(1+E)=S(1-E)$. Therefore

$$\frac BS=\frac{1-E}{1+E}=\tanh\frac{\pi}{2x}. \tag{5}$$

For $x\gg1$ this is $\pi/(2x)$, which is $\pi/2$ times the cosine factor $1/x$. Equation (3) thus belongs to a single harmonic, and not to the peak of every pattern with $m$-fold symmetry.

## Second derivation: a steady field in the laboratory

Now look at the temperature as a field $\theta(\phi,t)$ through which the material moves. A wafer point changes its laboratory angle at the rate $\omega$, so the chain rule gives

$$\left.\frac{d\theta}{dt}\right|_\psi=\frac{\partial\theta}{\partial t}+\omega\frac{\partial\theta}{\partial\phi}.$$

The flux is steady in the laboratory, and we seek a steady field. Equation (2) becomes

$$\omega\tau\frac{d\theta}{d\phi}+\theta=S\cos m\phi. \tag{6}$$

No initial condition is needed: $\theta$ must return to itself after a full circle. The homogeneous solution $e^{-\phi/(\omega\tau)}$ does not, so it is excluded and the periodic solution is unique. Insert

$$\theta=a\cos m\phi+b\sin m\phi .$$

The derivative is $-ma\sin m\phi+mb\cos m\phi$. Equating the coefficients of cosine and sine in (6) gives

$$a+xb=S,\qquad b-xa=0 .$$

The second equation gives $b=xa$, and the first then gives $a=S/(1+x^2)$. The amplitude is

$$\sqrt{a^2+b^2}=a\sqrt{1+x^2}=\frac{S}{\sqrt{1+x^2}},$$

again (3), with $\tan\delta=b/a=x$. The hottest place lies at $\phi=\delta/m$, downstream of the hottest flux. At high speed the displacement approaches a quarter of the pattern's angular period.

Because (6) is linear, each harmonic $n$ of a general flux has its own factor $1/\sqrt{1+(n\omega\tau)^2}$. For $n=0$ the factor is one: rotation does not cure a radial error in the flux averaged over angle.

### What a fixed pyrometer sees

An ideal pyrometer at laboratory angle $\phi_p$ measures the constant offset $A\cos(m\phi_p-\delta)$. It sees no oscillation, although every wafer point under it has been swinging by $\pm A$.

A flux pattern that turns with the wafer behaves differently. Let it be $q_w\cos\psi$, caused for instance by a patch that absorbs more lamp light but has the same emissivity for its own thermal radiation. In (2) this drive is constant for each wafer point, whose steady response is $(q_w/G)\cos\psi$ without attenuation. The pyrometer meets $\psi=\phi_p-\omega t$ and records a modulation at $\omega$ with the full amplitude $q_w/G$. An off-centre wafer under axially symmetric lamps also carries an unattenuated pattern, since each of its points keeps its distance from the rotation axis and receives constant flux. In this model, however, a fixed pyrometer does not see that pattern: all the points that pass under it lie at the same distance from the axis and have the same temperature.

## What each derivation assumes

Both derivations use a thin wafer, a small ripple and a prescribed absorbed flux. They differ in what else they need.

The first treats each point alone. It therefore needs the absence of lateral conduction from the start, but it includes the start-up transient. It also permits $C$ and $G$ to vary over the wafer, each point then having its own $\tau$ and $S$.

The second needs a steady state and the same $C$ and $G$ all round the circle; otherwise the rotating material would not present a steady medium to the laboratory. In return, it can retain lateral conduction. Put $\theta=\mathrm{Re}\,[\Theta(r)e^{im\phi}]$ and let $f(r)$ be the radial shape of the flux amplitude. With constant conductivity $k$ and $K=kd$,

$$(G+im\omega C)\Theta-K\left(\Theta''+\frac{\Theta'}r-\frac{m^2}{r^2}\Theta\right)=q_1f(r). \tag{7}$$

Without $K$ the solution is $\Theta_0=q_1f/(G+im\omega C)$. Substituting this into the conduction term gives the first correction,

$$\frac{\Theta-\Theta_0}{\Theta_0}\approx\frac{L^2}{1+ix}\,\frac1f\left(f''+\frac{f'}r-\frac{m^2f}{r^2}\right),\qquad L=\sqrt{K/G}. \tag{8}$$

Conduction is negligible when the flux varies over lengths much greater than $L$. Rotation helps: the prefactor in (8) shrinks and, for large $x$, becomes almost imaginary. As long as the correction is small, it then mainly shifts the phase and hardly changes the amplitude.

For $f=(r/R)^m$ on a wafer of radius $R$, the bracket in (8) is proportional to $m(m-1)+m-m^2=0$. Conduction then acts through the edge condition alone. At an insulated edge $\Theta'(R)=0$, which $\Theta_0$ violates. A thin layer $De^{\lambda(r-R)}$ with $\lambda=\sqrt{1+ix}/L$ repairs it if $(m/R)\Theta_0(R)+\lambda D=0$. The relative edge correction is thus approximately $-m/(\lambda R)$.

## A silicon wafer at 1300 K

Take a bare silicon wafer held at its edge, with rough parameters: $R=150$ mm, $d=0.775$ mm, $\rho=2300$ kg/m³, $c=1000$ J/(kg K), $k=25$ W/(m K) and $\varepsilon=0.7$ on each face. Let $T_0=1300$ K and $q_1/q_0=2\,\%$. Then

$$C=2300\times1000\times0.775\times10^{-3}=1782.5\ \mathrm{J/(m^2K)},$$

$$G=8\varepsilon\sigma T_0^3=697.6\ \mathrm{W/(m^2K)},\qquad \tau=\frac{1782.5}{697.6}=2.555\ \mathrm{s},$$

$$S=0.02\times\frac{1300}{4}=6.5\ \mathrm K.$$

At 60 rpm, $\omega=6.283$ rad/s. For $m=1$, $x=16.05$ and the factor is 0.0622, so the ripple is 0.40 K. For $m=3$, $x=48.16$, the factor is 0.0208 and the ripple is 0.135 K. In the thin-wafer model the hot spots are carried forward by 86.4° and 29.6° respectively.

If an error of 0.5 K is permitted, the averaged flux suffices for either of these cosine patterns once the periodic state is reached. It need not suffice earlier. If the $m=1$ pattern is switched on suddenly over a uniform wafer, the start-up transient adds to the ripple, and the deviation reaches about $A(1+e^{-\pi/x})\approx0.74$ K after half a turn. During a temperature ramp the lamp flux, and with it $q_1$, is larger: a ramp from 900 K to 1300 K at 100 K/s, started abruptly with the same 2 % pattern, gives about 0.85 K near its end. If 0.2 K is required for $m=1$, solving (3) for the speed gives

$$\omega=\frac{\sqrt{(S/A)^2-1}}{m\tau}=\frac{\sqrt{32.5^2-1}}{2.555\ \mathrm s},$$

or 121 rpm. This rule holds for the periodic state at constant lamp power, the stated flux amplitude, a single harmonic and a wafer with one temperature through its thickness. With the conduction through the thickness treated below, the heated face needs about 127 rpm. With three pairs of hot and cold blocks at 60 rpm, (5) gives the factor 0.0326. The peak is then $6.5\times0.0326=0.21$ K, against 0.135 K for the cosine. With a single pair of blocks it is 0.63 K, which exceeds a permitted error of 0.5 K although the cosine does not. These block peaks are thin-wafer values; with conduction through the thickness the heated face reaches about 0.26 K and 0.68 K.

### How much the linear loss matters

Equation (1) was also integrated numerically with the full $T^4$ loss. The calculation followed 24 wafer points from a uniform 1300 K for at least $20\tau$, by a high-order Runge–Kutta method, and took the amplitude from the next turn. It was divided by the harmonic amplitude of the stationary $T^4$ balance. At 4 rpm and $m=1$, where $x=1.07$, the ratio was 0.68268, against 0.68272 from (3). At 60 rpm the two agreed to the four significant figures retained, for both values of $m$.

The curvature of $T^4$ leaves a small shift of the mean. Over one turn of the periodic state the stored heat does not change, so $\langle T^4\rangle=T_0^4$. To second order this reads

$$4T_0^3\langle\theta\rangle+6T_0^2\langle\theta^2\rangle=0 .$$

With $\langle\theta^2\rangle=A^2/2$ it gives $\langle\theta\rangle=-3A^2/(4T_0)$. At 4 rpm, $A=4.44$ K and the shift is $-0.011$ K, as the integration also gives.

A fixed pyrometer responds very differently to the two kinds of pattern. A wafer-fixed flux pattern of 0.2 % produces a modulation of $0.002\times1300/4=0.65$ K. The laboratory-fixed pattern, ten times stronger, produces a constant offset of at most 0.40 K at 60 rpm.

### Lateral conduction

Here $L=5.27$ mm. For flux proportional to $r\cos\phi$, the edge estimate without rotation is $-5.27/150=-3.5\,\%$. Solving (7) on a fine radial grid gives $-3.6\,\%$ for the stationary edge amplitude and $-0.6\,\%$ at 60 rpm, both relative to the model without conduction. For $r^3\cos3\phi$ the changes are about $-11\,\%$ and $-1\,\%$. These values hold for an insulated edge. If the edge surface radiates with the same emissivity as the faces, the linearized loss changes the values for $r\cos\phi$ to about $-10\,\%$ and $-2\,\%$. If that edge surface absorbs no lamp light, its loss also lowers the mean temperature at the edge by roughly 20 K, a radial error that rotation does not reduce.

A narrow lamp ring is a harder case. Take $m=1$ and a Gaussian flux profile of standard deviation 15 mm centred at $r=100$ mm. At its centre the same numerical solution gives $-9.6\,\%$ without rotation but only $-0.06\,\%$ at 60 rpm. The attenuation ratio is therefore $0.9994/0.904=1.11$ times that of (3), although the predicted ripple itself is hardly wrong. The error lies in the stationary reference.

### Conduction through the thickness

Lamps heating one face leave that face ahead of the other in phase. Let $z$ be measured from the unheated face, and neglect the loss there. For slow variation through the thickness, $k\,\Theta''(z)=im\omega\rho c\,\Theta$ gives

$$\frac{\Theta(d)}{\Theta(0)}\approx1+\frac{i\beta}2,\qquad \beta=\frac{m\omega\rho c d^2}{k}.$$

For $m=1$ at 60 rpm, $\beta=0.35$, and the lead is about $0.17$ rad, or 10°. Solving the conduction equation with half of $G$ at each face gives 9.8°. The ripple of the heated face is then 1.3 % above the thin-wafer value, and that of the back face 0.8 % below it. For $m=3$ the heated face is 8.3 % above and the back face 1.3 % below. Fast rotation thus weakens the assumption of one temperature through the thickness while it strengthens the neglect of lateral conduction.

### Beside a real reactor

The dimensions and temperature are typical of lamp-heated processing of 300 mm silicon wafers, and speeds from tens to a few hundred rpm are in use. The 2 % flux amplitude is a chosen value. The bare wafer facing cold, black surroundings is a strong idealization, because reactors contain gas, reflectors and often a susceptor.

For $x\gg1$, (3) becomes

$$A\approx\frac{q_1}{m\omega C}, \tag{9}$$

because the time $\tau=C/G$ cancels the $G$ in $S=q_1/G$. For $m=1$ at 60 rpm this is $4535/(6.283\times1782.5)=0.405$ K. At fixed $q_1$, the losses affect the stationary amplitude strongly and the fast ripple weakly.

Consider hydrogen with a rough conductivity of 0.5 W/(m K) in a 20 mm gap at each face, its far side held at fixed temperature. It adds $2\times0.5/0.020=50$ W/(m² K) to $G$. With $T_0$ and $q_1$ fixed and the heat stored in the gas neglected, $S$ falls by 6.7 % and the ripple by 0.03 %. At atmospheric pressure, gas carried round by the wafer also stores heat, and the ripple then falls by roughly 0.2 to 0.3 %.

A close reflector of reflectance $\mathcal R=0.9$ behind one face matters more. If the light returns to wafer at the same temperature, summing the repeated reflections gives that face the effective emissivity

$$\varepsilon'=\varepsilon\left[1-\varepsilon\mathcal R\sum_{j=0}^{\infty}\big((1-\varepsilon)\mathcal R\big)^j\right]
=\frac{\varepsilon(1-\mathcal R)}{1-(1-\varepsilon)\mathcal R}=0.096 .$$

Then $\tau$ rises to 4.49 s. Again at fixed $T_0$ and $q_1$, $S$ rises by 76 %, while the ripple at 60 rpm rises by 0.13 %. The attenuation factor alone would suggest a large improvement in uniformity, but the larger stationary response cancels it.

A susceptor rotating with the wafer changes $C$, to which (9) is sensitive. If it shared the wafer's temperature and had the same heat capacity per area, it would halve the fast ripple to about 0.20 K at the same $q_1$. Imperfect thermal contact requires separate temperatures for wafer and susceptor, and a single $\tau$ no longer describes the response.
